# Impact Ionization Below the Gap Voltage: Thermal Tails and Hot-Electron Pairs

## The argument under review

The manuscript considers a short n-channel transistor with drain voltage $V_D$ below $E_g/q$, where $E_g$ is the semiconductor gap and $q>0$ the elementary charge. It argues as follows. An electron crossing the channel gains at most $qV_D$. Creating an electron–hole pair costs at least $E_g$. Hence impact ionization stops once $qV_D<E_g$, and any remaining hole current must have another origin.

The second premise is sound. The first confuses the work done by the drain supply on one electron with that electron's kinetic energy. The electron also brings energy from the source, and it can receive energy from phonons or from another hot electron. The conclusion therefore does not follow. What replaces it depends on which of these contributions is present, so I treat them separately.

## What the drain voltage fixes

Let $E$ be total electron energy, $\mu_S$ and $\mu_D$ the source and drain Fermi levels, $E_{top}$ the conduction-band edge at the top of the source barrier, and $E_{C,D}$ the edge in the drain. The applied voltage sets $\mu_S-\mu_D=qV_D$. An electron crossing the barrier with kinetic energy $t\,kT$ has $E=E_{top}+t\,kT$. If it loses nothing on the way, its kinetic energy in the drain is

$$\varepsilon=E-E_{C,D}=U+t\,kT,$$

$$U=E_{top}-E_{C,D}=qV_D+(E_{top}-\mu_S)+(\mu_D-E_{C,D}).$$

The second line follows by adding and subtracting both Fermi levels. Thus $U$ is generally not $qV_D$, and $U$ itself is not a ceiling, because $t$ has no upper limit in a thermal distribution.

Let $E_{th}\ge E_g$ be the ionization threshold, measured from the conduction edge. I take $U<E_{th}$ throughout. Near threshold I use the model rate $R=A(\varepsilon-E_{th})^2$, and I let an electron stay hot for a time $\tau$, with $R\tau\ll1$. Its ionization probability is then $R\tau$.

## The injected thermal tail

For a nondegenerate source and an isotropic parabolic band of mass $m$, the flux over the barrier is proportional to $v_x e^{-mv^2/2kT}d^3v$. In spherical coordinates $v_x$ supplies one factor of $v$ and the volume element supplies $v^2$. The angular integral is a constant, leaving $v^3e^{-mv^2/2kT}dv$. With $t=mv^2/2kT$, $v^3dv\propto t\,dt$, so the normalized flux law is $t e^{-t}dt$.

Define $x=(E_{th}-U)/kT$. The share of injected electrons arriving above threshold is

$$\int_x^\infty t e^{-t}dt=(1+x)e^{-x}.$$

Their excess energy is $kT(t-x)$. Substituting $s=t-x$ gives the yield per injected electron:

$$Y_{th}=A\tau(kT)^2e^{-x}\int_0^\infty(s+x)s^2e^{-s}ds=A\tau(kT)^2(6+2x)e^{-x},$$

since $\int s^3e^{-s}ds=6$ and $\int s^2e^{-s}ds=2$. Because $dx/dU=-1/kT$,

$$\frac{d\ln Y_{th}}{dU}=\frac1{kT}\left(1-\frac1{3+x}\right).$$

Nothing special happens at $qV_D=E_g$. Well below threshold, where $x\gg1$, the yield loses about one decade for each $kT\ln10$ of lost band drop. That is a steep decline, but not a cutoff.

## What phonons can and cannot add

A series of phonon absorptions can also lift an electron. For phonons at the source temperature, the resulting occupation has a bound. Let $D$ be the time derivative along a collisionless trajectory. The steady, nondegenerate transport equation is

$$Df=\sum_{k'}\left[W(k'\to k)f'-W(k\to k')f\right].$$

Detailed balance at temperature $T$ reads $W(k'\to k)e^{-E'/kT}=W(k\to k')e^{-E/kT}$. Write $f=g\,e^{(\mu_S-E)/kT}$. A trajectory conserves $E$, so the exponential passes through $D$. Detailed balance extracts the same exponential from the gain term, and it cancels:

$$Dg=\sum_{k'}W(k\to k')(g'-g)=\Gamma(\bar g-g),$$

where $\Gamma$ is the total out-rate and $\bar g$ the average of $g'$ weighted by $W$. Follow a trajectory back to the contact it came from, and let $\Lambda=\int\Gamma\,dt$ along it. Let $G$ be the largest value of $g$ anywhere. Since $\bar g\le G$, integration gives

$$g\le g_{contact}e^{-\Lambda}+G(1-e^{-\Lambda}).$$

If every trajectory starts at a contact and $\Lambda$ is bounded, $G$ cannot exceed the largest contact value: otherwise the right side would stay below $G$ by a finite amount. The source has $g=1$ and the drain has $g=e^{-qV_D/kT}$. Hence

$$f\le e^{(\mu_S-E)/kT}.$$

This limits the occupation, not its slope against voltage. I examined the slope in a chain of 16 cells with energy levels 0.06 eV apart, reaching 0.96 eV above the source edge. Relative to the cell-to-cell streaming rate, emission was $0.06(N+1)$, absorption $0.06N$ and elastic reversal $0.05$, with $N$ the phonon occupation. For a 0.84 eV drop at 300 K, the largest $f/e^{(\mu_S-E)/kT}$ was 0.966. The right-moving population with at least 1.2 eV of kinetic energy at the drain end was 0.44 of its Boltzmann limit. Between drops of 0.78 and 0.84 eV it changed by one decade per 59.6 mV, against $kT\ln10/q=59.5$ mV. The bound does not fix this slope. Raising the phonon coupling from 0.06 to 0.5 changes it to about 65 mV per decade and lowers the population to 0.04 of its limit.

The condition on phonon temperature matters. With the source still at 300 K but phonons at 600 K, the largest ratio rose to $1.2\times10^3$. This value depends on where the energy grid ends: it grows to about $7\times10^3$ if the top is raised from 0.96 to 1.2 eV, so only the violation itself, not its size, is meaningful. When phonons are hotter than the source, the bound is no longer guaranteed, and strong heating can break it by a large factor.

## What two hot electrons can do

The proof above needs an equation linear in $f$, with partners in equilibrium at $T$. Collisions between two hot electrons satisfy neither condition.

Take two electrons, each of energy $U=p^2/2m$, with angle $\theta$ between their momenta. Let $\mathbf P=\mathbf p_1+\mathbf p_2$ and $\mathbf k=(\mathbf p_1-\mathbf p_2)/2$. Then $P/2=p\cos(\theta/2)$ and $k=p\sin(\theta/2)$. The collision conserves $\mathbf P$ and the total energy, so it can only rotate $\mathbf k$ into $\mathbf k'$ of equal length. The final momenta are $\mathbf P/2\pm\mathbf k'$. If $\chi$ is the angle between $\mathbf k'$ and $\mathbf P$,

$$\varepsilon'_\pm=\frac{P^2/4+k^2\pm\mathbf P\cdot\mathbf k'}{2m}=U(1\pm\sin\theta\cos\chi).$$

Here $P^2/4+k^2=p^2$, and $Pk=2p^2\sin(\theta/2)\cos(\theta/2)=p^2\sin\theta$. Parallel electrons of equal energy exchange nothing. Perpendicular ones can leave one electron with $2U$ and the other at rest. No energy is created: one electron's gain is the other's loss.

With $a=E_{th}/U-1$, one electron ends above threshold if $|\sin\theta\cos\chi|>a$. This is possible without thermal help when $a<1$, that is, when $U>E_{th}/2$. Both cannot end above threshold, because $2U<2E_{th}$.

First suppose that directions and scattering are isotropic. Then $c=\cos\theta$ and $\cos\chi$ are uniform on $[-1,1]$. At fixed $c$ the favourable share is $1-a/\sqrt{1-c^2}$, provided $|c|<\sqrt{1-a^2}$. Averaging over $c$, and using symmetry to integrate over positive $c$,

$$S(a)=\int_0^{\sqrt{1-a^2}}\left(1-\frac a{\sqrt{1-c^2}}\right)dc=\sqrt{1-a^2}-a\arccos a.$$

To see how the channel opens, put $a=\cos\psi$. Then $S=\sin\psi-\psi\cos\psi\simeq\psi^3/3$. With $\psi^2\simeq2(1-a)$ this becomes $S\simeq(2\sqrt2/3)(1-a)^{3/2}$, a gradual onset.

For actual rates I use the screened potential $q^2e^{-\beta r}/4\pi\epsilon r$, with $\epsilon$ the permittivity. The reduced mass is $m/2$. In the Born approximation, with wave-vector transfer $Q$,

$$|F|=\frac{m}{\hbar^2Q}\frac{q^2}{4\pi\epsilon}\int_0^\infty e^{-\beta r}\sin(Qr)\,dr=\frac1{a^*(Q^2+\beta^2)},\qquad a^*=\frac{4\pi\epsilon\hbar^2}{mq^2},$$

because the integral equals $Q/(Q^2+\beta^2)$. The differential cross-section is $d\sigma/d\Omega=|F|^2$. For hot density $n$ I take $\beta^2=nq^2/[\epsilon(2U/3)]$, the classical screening law with $kT$ replaced by two-thirds of the mean energy.

There are $\frac12n^2\langle v_{rel}\sigma\rangle$ collisions per volume and time; the half prevents counting each pair twice. Dividing by $n$ gives the rate per electron. One factor of $\tau$ is the time available for the collision and another the time available to ionize:

$$Y_{ee}=\tfrac12nA\tau^2\left\langle v_{rel}\int d\sigma\,(\varepsilon'_{max}-E_{th})_+^2\right\rangle.$$

The brackets average over isotropic directions, $\varepsilon'_{max}$ is the larger final energy, and the subscript plus sets negative excess to zero. This expression contains no Boltzmann factor. As $T\to0$ the phonon bound vanishes for $E>\mu_S$, while at fixed $n$ and $U$ this supply stays finite, so hot pairs can exceed that bound.

## Numbers below the gap voltage

I take rough parameters for a short silicon channel at 300 K: $E_g=1.12$ eV, $E_{th}=1.20$ eV, $m=0.3\,m_0$ and relative permittivity 11.7. The barrier top lies at $\mu_S$ and the drain Fermi level 0.05 eV above its band edge, so $U=qV_D+0.05$ eV. I set $n=10^{18}$ cm$^{-3}$, $\tau=20$ fs and $A=10^{11}$ s$^{-1}$eV$^{-2}$, all held fixed as $V_D$ changes.

| $V_D$ (V) | $Y_{th}$ | $Y_{ee}$ |
|---|---|---|
| 0.6 | $3.7\times10^{-14}$ | $4.3\times10^{-10}$ |
| 0.7 | $1.5\times10^{-12}$ | $1.9\times10^{-8}$ |
| 0.8 | $5.8\times10^{-11}$ | $1.1\times10^{-7}$ |
| 0.9 | $2.1\times10^{-9}$ | $3.8\times10^{-7}$ |
| 1.0 | $7.1\times10^{-8}$ | $1.1\times10^{-6}$ |

The $Y_{ee}$ column gives both electrons exactly the energy $U$, while $Y_{th}$ includes the injected heat. Drawing both energies from the injected law $U+t\,kT$ raises $Y_{ee}$ about 15-fold at 0.6 V, threefold at 0.7 V and twofold at 0.8 V, so the low rows understate the pair yield.

At 0.8 V, $U=0.85$ eV and $x=0.35/0.02585=13.54$. The prefactor is $A\tau(kT)^2=(2\times10^{-3})(0.02585)^2=1.34\times10^{-6}$. Multiplying by $(6+2x)e^{-x}=33.1\times1.32\times10^{-6}$ gives $Y_{th}=5.8\times10^{-11}$.

For pairs, $a=1.20/0.85-1=0.412$ and $S(a)=0.439$. Coulomb scattering lifts $2.3\times10^{-3}$ electrons above threshold per injected electron, compared with $1.9\times10^{-5}$ arriving there from the injected tail. The larger number also has more excess energy: $Y_{ee}/(A\tau)$ divided by the supply is a mean squared excess of about 0.024 eV$^2$. The total yield corresponds to about 110 pA of hole current per mA of drain current.

At fixed screening and lifetime, $Y_{ee}\propto n$, so the two yields would be equal at $n\approx5\times10^{14}$ cm$^{-3}$. This comparison presumes randomized directions. At 0.8 V two electrons of energy $U$ must meet at no less than $\arcsin a=24^\circ$. The thermal transverse energy $kT$ gives an unscattered beam an angular spread of order $\sqrt{kT/U}$, about $10^\circ$. At this voltage and equal energies $U$, a nearly ballistic beam would therefore give a much smaller pair yield than the table. The same rate formula gives about $6\times10^{-10}$ for such a beam. A thermal spread of energies restores much of the loss, to about $2\times10^{-8}$: some six times below the table, but still far above $Y_{th}$. As $U$ approaches $E_{th}$ the required angle shrinks, so this reduction should not be carried over to higher drain voltages.

## Below half the threshold

The pair expression vanishes at $U=E_{th}/2$, here $V_D=0.55$ V. That is a cutoff of the equal-energy approximation, not of ionization. Two injected electrons have summed thermal energy $s\,kT$. Its distribution is

$$e^{-s}\int_0^s t(s-t)\,dt=\frac{s^3}{6}e^{-s}.$$

With $z=(E_{th}-2U)/kT$, repeated integration by parts gives the share of pairs with enough total energy:

$$\int_z^\infty\frac{s^3}{6}e^{-s}ds=e^{-z}\left(1+z+\frac{z^2}{2}+\frac{z^3}{6}\right).$$

At 0.5 V, $z=0.10/0.02585=3.87$ and the share is 0.46. For single electrons the share above threshold is $3\times10^{-10}$. The first number is a necessary condition, not a yield: the collision angles must still allow the transfer.

## Comparison with a real device

The gap and permittivity are inputs chosen close to silicon's values near room temperature; the single mass, sharp threshold and quadratic rate are simplifications. The absolute yields depend on the rate law: a softer onset such as $R=10^{11}(\varepsilon-1.1)^{4.6}$ s$^{-1}$, with $\varepsilon$ in eV, lowers $Y_{ee}$ about sixfold and $Y_{th}$ about tenfold at 0.8 V, leaving their order unchanged. If all hot electrons moved forward at the speed $\sqrt{2U/m}$, the chosen density would carry 0.80 mA/µm at 0.8 V in a 5 nm deep channel, a plausible rough value for a strongly driven short transistor. Randomized directions would carry less. The table also assumes that all electrons reach the drain end with energy $U$. Suppose that only a tenth do and that the rest are too cold to take part. At fixed total density and screening, both the number of hot electrons and the density of hot partners then fall tenfold, and the pair yield per injected electron falls a hundredfold, to about $10^{-9}$ at 0.8 V. Electrons that have lost only a few phonons can still take part, because only the summed energy of a pair must exceed $E_{th}$. The reduction is then weaker.

The following changes at 0.8 V have smaller effects on the pair yield. Losing one 0.06 eV phonon before the collision reduces $Y_{ee}$ to $4.2\times10^{-8}$; adding the mean injected heat $2kT$ raises it to $2.2\times10^{-7}$. A mass of $0.5\,m_0$ gives $8.6\times10^{-8}$, and a 1 nm screening length, a rough allowance for cold drain electrons, gives $5.9\times10^{-8}$; a shorter length would lower it further, and at 1 nm the Born approximation overestimates the large-angle cross-section by roughly 10–20%. The screening length behind the table is 19 nm at 0.8 V, larger than the channel depth. With it an electron undergoes about three collisions in $\tau$, mostly at small angle, whose cumulative effect the single-collision formula leaves out. A nonparabolicity of 0.5 eV$^{-1}$ lowers the isotropic share from 0.44 to 0.35 if the final relative momentum takes a uniformly random direction; weighting the directions by the density of final states brings it back to 0.415, so most of that drop disappears. Exchange between identical electrons is omitted; with six equally filled valleys and two spins it concerns 8% of pairs.

The thermal yield is more sensitive. Lowering the threshold by 0.05 eV raises it sixfold, and heating to 400 K at fixed gap raises it about fortyfold. Degeneracy at the barrier raises the tail by 22%, whereas injection through one subband lowers the share above threshold by a factor of 3.4.

The manuscript is right to consider other sources of holes. Band-to-band tunnelling is one. Without a change of energy it needs a valence-band state level with a conduction-band state, so the bands must bend by more than $E_g$ along the path. The channel drop of 0.85 eV at 0.8 V does not suffice. The junction between the drain and a p-type body can, because its built-in potential adds to $V_D$. For a triangular barrier of height $E_g$ in a field $F$, with tunnelling mass $m_t$, the exponent is

$$\frac2\hbar\int_0^{E_g/qF}\sqrt{2m_t(E_g-qFx)}\,dx=\frac{4\sqrt{2m_t}\,E_g^{3/2}}{3q\hbar F}.$$

With $m_t=0.2\,m_0$, the exponential factor alone would match the total yield at 2.3 MV/cm, so a junction field of that order could matter. An abrupt junction reaches it only with doping near $10^{19}$ cm$^{-3}$ on its more lightly doped side. The exponent listed in the output for the mean channel field only evaluates this formula, since that path is closed. A hole current below $E_g/q$ therefore does not identify its mechanism, but neither does the voltage exclude impact ionization. The claim of a cutoff should be withdrawn, and the attribution of the current should rest on evidence that separates these channels. The remaining values are in the numerical output.

## Computed results

```
gap 1.12 eV, threshold 1.20 eV, kT 0.02585 eV
temperature 300 K, band offset in U 0.05 eV
mass 0.3 m0, relative permittivity 11.7
hot density 1.0e+18 cm^-3, lifetime 20 fs
ionization coefficient A 1.0e+11 s^-1 eV^-2
phonon 0.06 eV, field length 20 nm
channel depth 5 nm
hot speed 9.98e+07 cm/s
beam current at this density and speed 0.80 mA/um
V_D (V) | U (eV) | thermal yield | pair yield
0.6 | 0.65 | 3.74e-14 | 4.33e-10
0.7 | 0.75 | 1.50e-12 | 1.88e-08
0.8 | 0.85 | 5.83e-11 | 1.11e-07
0.9 | 0.95 | 2.14e-09 | 3.79e-07
1.0 | 1.05 | 7.11e-08 | 1.07e-06
The lines below are for V_D = 0.8 V unless stated
x = (Eth-U)/kT: 13.54
injected share above threshold 1.92e-05
electrons lifted by pairs, per injected one 2.32e-03
a = Eth/U-1: 0.4118
smallest pair angle 24.3 deg
isotropic pair share: formula 0.4392
isotropic pair share: sampled 0.4403
hot density for equal yields 5.3e+14 cm^-3
total yield 1.11e-07
hole current per mA of drain current 110.7 pA
pair channel without heat opens at V_D 0.55 V
V_D 0.5 V: pairs with enough energy 0.460
V_D 0.5 V: single electrons above threshold 3.1e-10
chain: drop 0.84 eV, largest f/Boltzmann 0.9658
chain: tail population/limit 0.438
chain: slope 59.6 mV/decade, kT ln10/q 59.5 mV
chain: largest ratio, phonons at 600 K 1.2e+03
Neglected effects
pair yield, U less one phonon 4.25e-08
pair yield, U plus 2kT injected heat 2.17e-07
pair yield, mass 0.5 m0 8.58e-08
pair yield, screening length 1 nm 5.86e-08
pair share, nonparabolicity 0.5/eV 0.350
same spin and valley, share of pairs 8.3 %
tail factor, barrier top at Fermi level 1.216
injected share, one subband only 5.67e-06
thermal yield, threshold lower by 0.05 eV 3.56e-10
thermal yield at 400 K 2.43e-09
mean field 0.425 MV/cm, tunnel mass 0.2 m0
tunnelling exponent at mean field 85
field where tunnelling factor equals total yield 2.26 MV/cm
```
